The static Hartree-exchange-correlation kernel of the two-electron Hubbard dimer

**The static exchange-correlation kernel of the Hubbard dimer**

**Problem**

Two electrons move on two sites with hopping t > 0 and on-site repulsion U ≥ 0, at zero temperature:

H = T + W + w(n₁ − n₂),
T = −t Σ_σ (c†₁σ c₂σ + c†₂σ c₁σ), W = U Σ_i n_i↑ n_i↓.

Here n_i = n_i↑ + n_i↓ and w = (v₁ − v₂)/2. Site potentials enter as v₁n₁ + v₂n₂ = ½(v₁ + v₂)N + w(n₁ − n₂), and the first term is a constant at fixed N = 2. The density is fixed by one number, m = ⟨n₁ − n₂⟩, through ⟨n₁⟩ = 1 + m/2 and ⟨n₂⟩ = 1 − m/2. The Kohn–Sham system is the same model with U = 0 and the potential w_s that gives the same m. The static susceptibilities are χ = dm/dw and χ_s = dm/dw_s. The Hartree energy is defined as E_H = (U/2) Σ_i ⟨n_i⟩².

(a) Express the Hartree-exchange-correlation kernel f_Hxc through χ and χ_s.
(b) Estimate it at the symmetric point m = 0 for U ≪ t and U ≫ t.
(c) Find it exactly, for any m and in closed form at m = 0, and decide whether f_Hxc, f_xc and f_c grow with U at m = 0.
(d) Evaluate it for U = 4t and compare with the estimate.

**The kernel**

Let F(m) be the minimum of ⟨T + W⟩ over two-electron states with given m, and T_s(m) the same for U = 0. The ground-state energy is E(w) = min_m [F(m) + wm], so F′(m) = −w at the ground-state density, and likewise T_s′(m) = −w_s. Second-order perturbation theory gives χ = −2 Σ_k |⟨k|n₁ − n₂|0⟩|²/(E_k − E₀), which is negative unless the ground state is an eigenstate of n₁ − n₂; for t > 0 it is not, so m(w) is smooth and invertible. With E_Hxc = F − T_s,

w_Hxc = E_Hxc′(m) = w_s − w,
f_Hxc = dw_Hxc/dm = dw_s/dm − dw/dm = 1/χ_s − 1/χ.   (1)

The scalar f is related to the site matrix f_ij = δv_i/δn_j as follows. At fixed N, δn₁ = −δn₂ = δm/2, so δv₁ = (f₁₁ − f₁₂)δm/2 and δv₂ = (f₂₁ − f₂₂)δm/2. Half the difference is δw, and for a symmetric matrix

f = (f₁₁ + f₂₂ − 2f₁₂)/4.

The replacement f_ij → f_ij + g_i + g_j changes this by (2g₁ + 2g₂ − 2g₁ − 2g₂)/4 = 0. It adds to δv_i the term g_i(δn₁ + δn₂) = 0 and a site-independent constant, so it cannot alter the density. The matrix elements are therefore undetermined at fixed N, and f is the only combination with physical content.

**First estimate**

Weak interaction. F is a minimum at fixed m, so its first-order change with U is the expectation of W in the U = 0 minimiser, the Kohn–Sham determinant. Both electrons occupy one orbital with weight ⟨n_i⟩/2 on site i, and opposite spins are independent in that state. With Σ⟨n_i⟩² = (1 + m/2)² + (1 − m/2)² = 2 + m²/2,

E_H + E_x = U Σ_i (⟨n_i⟩/2)² = (U/2)(1 + m²/4), E_H = U(1 + m²/4), E_x = −E_H/2.

Two derivatives with respect to m give, for every m,

f_H = U/2, f_x = −U/4, f_Hx = U/4.   (2)

Hence f_xc = f_Hxc − U/2 and f_c = f_Hxc − U/4. The sign of f_xc depends on the stated definition of E_H, which includes the interaction of each electron with itself. Neither f_Hxc nor f_c depends on it, since E_H + E_x is fixed. For U ≪ t the estimate is f_Hxc ≈ U/4 and f_xc ≈ −U/4, with a second-order term that must scale as U²/t and whose coefficient scaling cannot supply.

Strong interaction. For U ≫ t the ground state has one electron per site. Charge moves only through doubly occupied (ionic) configurations, whose weight is of order (t/U)² and whose energy is of order U. The perturbation sum then gives χ ~ −(t/U)²/U, while χ_s knows nothing of U and is of order −1/t. In (1) the term −1/χ dominates, and f_Hxc ~ U³/t².

The coefficient needs the singlet states

|A⟩ = c†₁↑c†₁↓|0⟩, |B⟩ = c†₂↑c†₂↓|0⟩, |S⟩ = (c†₁↑c†₂↓ + c†₂↑c†₁↓)|0⟩/√2.

A hopping term is bilinear and commutes with operators of the other spin, so T|A⟩ = −t(c†₂↑c†₁↓ + c†₁↑c†₂↓)|0⟩ = −√2 t|S⟩, and equally T|B⟩ = −√2 t|S⟩. The diagonal energies are U + 2w, U − 2w and 0. For U − 2|w| ≫ t, second-order perturbation theory around |S⟩ gives

E ≈ −2t²/(U + 2w) − 2t²/(U − 2w).   (3)

By the Hellmann–Feynman theorem m = dE/dw, so χ = d²E/dw². Each term contributes −2t²·8/U³ at w = 0, so χ ≈ −32t²/U³ and

f_Hxc ≈ U³/(32t²) for U ≫ t.   (4)

At this order f_Hxc, f_xc and f_c coincide, as they differ by terms linear in U. The two limits together say that f_xc starts negative and ends positive. Adding them, −U/4 + U³/(32t²), places the sign change at U = √8 t; the sum is an interpolation with no controlled error.

**Exact solution**

Interacting system. The three triplet states have one electron per site, so W and n₁ − n₂ vanish on them. T conserves spin and could only take them to ionic states, which are singlets, so it vanishes too. The triplets lie at E = 0. The trial state |S⟩ + ε|A⟩ has energy −2√2 tε + O(ε²) < 0 for small ε > 0, so the ground state is a singlet with E < 0.

Write it as a|A⟩ + b|B⟩ + s|S⟩ and set x = U − E, so that −E = x − U > 0. The eigenvalue equations are

(x + 2w)a = √2 t s, (x − 2w)b = √2 t s, (x − U)s = √2 t (a + b).

The value x = 2w is excluded: it forces s = 0, then a = 0 by the first equation and b = 0 by the third; x = −2w fails in the same way. Solving the first two for a and b and inserting them in the third,

x − U = 2t²[1/(x + 2w) + 1/(x − 2w)] = 4t²x/(x² − 4w²).

Multiplying by (x² − 4w²)/(x − U) isolates w:

4w² = G(x) = x² − 4t²x/(x − U).   (5)

Since d[x/(x − U)]/dx = −U/(x − U)²,

G′ = 2x + 4t²U/(x − U)², G″ = 2 − 8t²U/(x − U)³.

On x > U, G′ is positive and G rises from negative values to +∞, so (5) has exactly one root there, the ground state. Differentiating (5) once and twice with respect to w gives G′ dx/dw = 8w and G″(dx/dw)² + G′ d²x/dw² = 8. Because E = U − x, m = −dx/dw and χ = −d²x/dw²:

m = −8w/G′, χ = −(8 − G″m²)/G′.   (6)

Kohn–Sham system. The one-electron matrix has diagonal ±w_s and off-diagonal −t, with lowest eigenvalue −√(w_s² + t²). Double occupation gives E_s = −2√(w_s² + t²) and m = dE_s/dw_s = −2w_s/√(w_s² + t²). Then 4 − m² = 4t²/(w_s² + t²), so √(w_s² + t²) = 2t/√(4 − m²) and

w_s = −tm/√(4 − m²),
1/χ_s = dw_s/dm = −t[(4 − m²) + m²]/(4 − m²)^(3/2) = −4t/(4 − m²)^(3/2).   (7)

Equations (1), (6) and (7) give the exact kernel with x as parameter:

f_Hxc = G′/(8 − G″m²) − 4t/(4 − m²)^(3/2).   (8)

Symmetric point. At w = 0, (5) becomes x(x − U) = 4t². With R = √(U² + 16t²) the root above U is x = (R + U)/2, x − U = (R − U)/2, and (R − U)(R + U) = 16t². Therefore

G′ = (R + U) + 16t²U/(R − U)² = (R + U)[1 + U/(R − U)] = R(R + U)/(R − U),
χ = −8/G′ = −8(R − U)/[R(R + U)], χ_s = −2/t.

Multiplying numerator and denominator of G′/8 by R + U,

f_Hxc = R(R + U)²/(128t²) − t/2.   (9)

At U = 0, R = 4t and (9) gives 64t³/(128t²) − t/2 = 0, as it must.

The mechanism assumed in the estimate is exact at w = 0. There a = b, and (n₁ − n₂) applied to the ground state gives 2a(|A⟩ − |B⟩). The odd state (|A⟩ − |B⟩)/√2 is annihilated by T and has energy U, so it is the only term of the perturbation sum, with gap Δ = U − E = x and squared matrix element 8a² = 4p, where p = 2a² is the ionic weight. From xa = √2 t s and s² = 1 − p follows p = 4t²/(x² + 4t²). Using x² = Ux + 4t², the denominator is Ux + 8t² = (U² + UR + 16t²)/2 = R(R + U)/2, so

χ = −8p/Δ, p = 8t²/[R(R + U)] = (R − U)/(2R), Δ = (R + U)/2.   (10)

For U ≫ t, R → U, so p → 4t²/U² and Δ → U: two powers of U in (4) come from the ionic weight and one from the gap.

Growth with U. Expanding the square with R² = U² + 16t²,

R(R + U)² = R(R² + U²) + 2UR² = 2R(U² + 8t²) + 2U³ + 32t²U.

The last term divided by 128t² is U/4, exactly f_Hx. The remainder is the correlation kernel:

f_c = [U³ + R(U² + 8t²)]/(64t²) − t/2.   (11)

For U > 0 the factors g = R and h = U² + 8t² are positive, increasing and convex, so (gh)′ = g′h + gh′ and (gh)″ = g″h + 2g′h′ + gh″ are positive; U³ is increasing and convex too. Hence f_c and f_Hxc = f_c + U/4 increase strictly and are convex. The kernel f_xc = f_c − U/4 is convex but not monotonic. It vanishes at U = 0, and its slope there is −1/4 because R′ = U/R and the other derivatives in (11) vanish. A strictly convex function that starts at zero with negative slope and tends to +∞ has one minimum and one further zero. Solving numerically, the minimum is f_xc = −0.1575 t at U = 1.144 t and the zero is at U = 2.112 t. The statement that the kernel grows with U is thus true of f_Hxc and f_c for all U, and of f_xc only above U = 1.144 t.

Series. For small U, √(1 + z) = 1 + z/2 − z²/8 + z³/16 − … with z = U²/(16t²) gives R = 4t + U²/(8t) − U⁴/(512t³) + …. Then

R(U² + 8t²) = 32t³ + (4 + 1)tU² + (1/8 − 1/64)U⁴/t + …,
f_c = 5U²/(64t) + U³/(64t²) + 7U⁴/(4096t³) + O(U⁶).   (12)

For large U, z = 16t²/U² gives R = U + 8t²/U − 32t⁴/U³ + 256t⁶/U⁵ − …, and

R(U² + 8t²) = U³ + (8 + 8)t²U + (64 − 32)t⁴/U + (256 − 256)t⁶/U³ + …,
f_c = U³/(32t²) + U/4 − t/2 + t²/(2U) + O(U⁻⁵),
f_xc = U³/(32t²) − t/2 + t²/(2U) + O(U⁻⁵).   (13)

The term U/4 in f_c cancels f_x, and the U⁻³ term is absent. The binomial series converges for |z| < 1, so (12) continues to a convergent series for U < 4t and (13) for U > 4t.

Sum rule. By (1), the integral of f_Hxc over m is the change of w_Hxc. Let w → −∞ at fixed U. The ground state tends to |A⟩, at energy U − 2|w|, and admixes |S⟩ with amplitude √2 t/(2|w| − U). Since |S⟩ has m = 0 instead of 2,

2 − m = 4t²/(2|w| − U)² · [1 + O(t²/w²)],

where the bracket covers higher orders, among them the weight of |B⟩, of order t⁴/w⁴. The Kohn–Sham system obeys the same relation with U = 0 and w_s. Equal m requires |w_s| = |w| − U/2 + O(t²/|w|), so w_Hxc = |w| − |w_s| → U/2 as m → 2. Exchanging the sites makes w_Hxc odd in m. With f_Hx = U/4 over an interval of length 4,

∫ f_Hxc dm = U, ∫ f_c dm = U − 4·(U/4) = 0, both over −2 < m < 2.   (14)

Since f_c is positive at m = 0, it must be negative somewhere off centre. An area U with a central height of order U³/t² suggests a narrow peak, and (3) gives its shape. For w = −yU/2 with 0 ≤ y < 1,

m = dE/dw = (4t²/U²)[1/(1 − y)² − 1/(1 + y)²] = (16t²/U²) y/(1 − y²)².

With dy/dw = −2/U and d[y(1 − y²)⁻²]/dy = [(1 − y²) + 4y²]/(1 − y²)³,

χ = −(32t²/U³)(1 + 3y²)/(1 − y²)³.

Here m is small, so 1/χ_s ≈ −t/2 is negligible and f_Hxc ≈ −1/χ. It falls to half its central value where 1 + 3y² = 2(1 − y²)³, at y = 0.3470, which gives the leading-order half-width m_half = 7.175 t²/U². In the same regime w_s ≈ −tm/2 is negligible, so w_Hxc ≈ −w = yU/2, and the fraction y of the area, about a third, lies inside the half-width. At any fixed m > 0, increasing U/t drives y toward 1, so w_Hxc/U approaches a step from −1/2 to +1/2 at m = 0. The growth of the kernel at the symmetric point is the formation of this step. At t = 0 itself T_s = 0, and a density m needs an ionic weight of at least |m|/2, so F = U|m|/2. Its second derivative is Uδ(m), a distribution rather than an ordinary function, and (1) has no meaning at m = 0.

**Numbers for U = 4t**

With t = 1 as energy unit, at w = 0: R = √32 = 5.656854, E₀ = (4 − 5.656854)/2 = −0.828427, and from (10)

p = (5.656854 − 4)/(2 × 5.656854) = 0.146447, Δ = (5.656854 + 4)/2 = 4.828427,
χ = −8 × 0.146447/4.828427 = −0.242641, 1/χ = −4.121320,
f_Hxc = −0.5 + 4.121320 = 3.6213 t, f_xc = 3.6213 − 2 = 1.6213 t, f_c = 3.6213 − 1 = 2.6213 t.

At w = −t the root of (5) is x = 4.962389, so x − U = 0.962389 and

G′ = 2 × 4.962389 + 16/0.962389² = 27.199816, G″ = 2 − 32/0.962389³ = −33.900340,
m = 8/27.199816 = 0.294120,
χ = −(8 + 33.900340 × 0.294120²)/27.199816 = −0.401936,
χ_s = −(4 − 0.294120²)^(3/2)/4 = −1.935472,
f_Hxc = 1/0.401936 − 1/1.935472 = 1.9713 t.

Thus f_xc = −0.0287 t and f_c = 0.9713 t. Moving about 0.15 electron (m/2) has removed nearly half of f_Hxc and reversed the sign of f_xc. The change comes mostly from χ, whose magnitude grows from 0.243 to 0.402 while |χ_s| only falls from 2 to 1.935. The growth is in the direction of the strong-coupling formula, where the ionic gap U − 2|w| shrinks, but only in direction: here U − 2|w| = 2t is not large against t, and at y = 1/2 that formula gives a factor 4.15 against the exact 1.66. At w = −3t, m = 1.5361 and f_c = −0.6225 t, an instance of the negative region that (14) demands, and w_Hxc = 1.8006 t is approaching its limit U/2 = 2t. The integral of f_Hxc over |w| < 200t is 3.9999 t; the range stops short of m = ±2.

**Comparison**

The table gives energies in units of t at m = 0, with the series (12) for f_c and (13) for f_xc cut as written.

U     f_Hxc     f_xc      f_c       (12)      (13)
0.5   0.1466    −0.1034   0.0216    0.0216    0.5039
1     0.3454    −0.1546   0.0954    0.0955    0.0312
2     0.9635    −0.0365   0.4635    0.4648    0.0000
4     3.6213    1.6213    2.6213    2.6875    1.6250
8     19.562    15.562    17.562    20.000    15.563
16    135.53    127.53    131.53    196.00    127.53

The weak-coupling estimate U/4 gives 0.125 t at U = 0.5t against 0.1466 t, and 0.25 t at U = t against 0.3454 t, which is 28 % below the exact f_Hxc. By (12) the missing part relative to U/4 is 5U/(16t) at leading order, so the estimate needs U well below t. The exact solution supplies the coefficient 5/64 and the positive sign that scaling left open.

The strong-coupling estimate (4) has the exact power and coefficient. At U = 16t it gives 16³/32 = 128 t, which is 5.6 % below the exact f_Hxc = 135.53 t and 0.4 % above the exact f_xc = 127.53 t. Equation (13) explains the difference: f_Hxc carries the correction U/2, of size 16t²/U² relative to (4), while in f_xc the linear term cancels and the first correction is −t/2, of relative size 16t³/U³. At U = 4t the estimate is 2t, against 3.62 t and 1.62 t, good only for the order of magnitude. The three terms of (13) already give 1.6250 t against 1.6213 t there, at the edge of convergence, which the absence of the U⁻³ term helps. At U = 2t the series is outside its range, and the value 0.0000 beside −0.0365 t carries no guarantee.

The interpolated sign change at √8 t lies above the exact 2.112 t. The interpolation keeps −U/4 and takes f_c as U³/(32t²), and the table shows f_c to be larger near the crossing: 0.4635 t at U = 2t against 8/32 = 0.25 t.

The leading-order half-width coefficient 7.175 compares with exact values of m_half U²/t² of 6.785 at U = 10t and 7.172 at U = 100t. At U = 10t the peak has height 35.80 t and half-width 0.0678.

The size of the correlation part can be read from the response it produces. Keeping only f_Hx, as in spin-restricted exchange-only theory, (1) gives 1/χ = −t/2 − U/4. At U = 4t this is χ = −0.6667/t, larger in magnitude than the exact −0.2426/t by a factor of about 2.7. For U ≫ t it tends to −4/U, and its ratio to −32t²/U³ grows as U²/(8t²). This overestimate belongs to the spin-restricted solution; the spin-unrestricted mean-field solution that exists for U > 2t gives instead 0.82 of the exact χ at U = 4t and half of it for U ≫ t.

All results hold for fixed N = 2, static perturbations and zero temperature. At w = 0 the triplets lie −E₀ = (R − U)/2 ≈ 4t²/U above the ground state for U ≫ t and do not respond to w, so at w = 0 and k_BT ≪ Δ their population reduces the susceptibility by the factor 1/(1 + 3e^(E₀/k_BT)). This is 0.98 at k_BT = 0.2|E₀|, 0.90 at 0.3|E₀| and about one half at |E₀|, so (6) needs k_BT well below that scale.

The numerical check that follows tests (5)–(8) against diagonalization in Fock space, numerical Kohn–Sham inversion, a constrained search for F and the site-matrix form with a gauge shift, and tests (2) and (9)–(14), the minimum and zero of f_xc, the half-width at U = 100t and the exchange-only response.

Computed results

```
t = 1 (energy unit); example U = 4 t, w = 0
R = 5.656854 t, E0 = -0.828427 t
ionic weight p = 0.146447, gap = 4.828427 t
chi = -0.242641 1/t, chi_s = -2.000000 1/t
1/chi = -4.121320 t, 1/chi_s = -0.500000 t
f_Hxc = 3.621320 t, f_xc = 1.621320 t, f_c = 2.621320 t
f_H = 2.0000 t, f_x = -1.0000 t
exchange-only chi = -0.666667 1/t
U = 4 t, w = -1 t: x = 4.962389 t, E0 = -0.962389 t
  G' = 27.199816 t, G'' = -33.900340, m = 0.294120
  w_s = -0.148676 t, w_Hxc = 0.851324 t
  chi = -0.401936 1/t, chi_s = -1.935472 1/t
  f_Hxc = 1.971286 t, f_xc = -0.028714 t, f_c = 0.971286 t
U = 4 t, w = -3 t: x = 6.766369 t, E0 = -2.766369 t
  G' = 15.623477 t, G'' = 0.488461, m = 1.536150
  w_s = -1.199442 t, w_Hxc = 1.800558 t
  chi = -0.438273 1/t, chi_s = -0.525173 1/t
  f_Hxc = 0.377548 t, f_xc = -1.622452 t, f_c = -0.622452 t
w = 0 table: U[t] chi[1/t] f_Hxc[t] f_xc[t] f_c[t] smallU_fc[t] largeU_fxc[t]
 0.5  -1.54657    0.1466   -0.1034    0.0216    0.0216    0.5039
   1  -1.18282    0.3454   -0.1546    0.0954    0.0955    0.0312
   2  -0.68328    0.9635   -0.0365    0.4635    0.4648    0.0000
   4  -0.24264    3.6213    1.6213    2.6213    2.6875    1.6250
   8  -0.04984   19.5623   15.5623   17.5623   20.0000   15.5625
  16  -0.00735  135.5312  127.5312  131.5312  196.0000  127.5312
minimum of f_xc: U = 1.1437 t, f_xc = -0.15748 t
zero of f_xc: U = 2.1124 t
U = 1 t: integral of f_Hxc dm over |w| < 200 t = 1.0000 t
U = 4 t: integral of f_Hxc dm over |w| < 200 t = 3.9999 t
U = 10 t: integral of f_Hxc dm over |w| < 200 t = 9.9999 t
large-U half maximum: y = 0.3470, m_half U^2/t^2 = 7.1750
U = 10 t: f_Hxc(0) = 35.800 t, m_half = 0.067846, m_half U^2/t^2 = 6.7846
U = 100 t: f_Hxc(0) = 31299.505 t, m_half = 0.000717, m_half U^2/t^2 = 7.1717
```
